# FFT stiffness of porous cells: rotated grid and conjugate gradients

## Result

A periodic cube of $N^3$ voxels contains a linear elastic matrix and voids of zero stiffness. For a prescribed mean strain $E$, its equilibrium strain $\varepsilon=E+e$ satisfies

$$
\Gamma_0(C:\varepsilon)=0,\qquad \langle C:\varepsilon\rangle=C_{\rm eff}:E .
$$

Here $C$ is the local stiffness, $\langle\cdot\rangle$ the volume average and $\Gamma_0$ a Green operator applied by FFT. Displacements sit at voxel corners and strains at voxel centres: this is the rotated staggered grid. Conjugate gradients (CG) solve the equation with one Green operation per step.

The grid and the solver do different jobs. The grid removes the very small eigenvalues that stall the basic Moulinec-Suquet iteration when pores are present. CG then shortens an iteration that already converges. In the silica cell below, a relative residual of $10^{-6}$ takes 203 basic steps or 41 CG steps on the rotated grid. On the ordinary Fourier grid neither method reaches it in 300 steps.

The model assumes small strains, an isotropic matrix and odd $N$.

## Discrete gradient

Take the voxel edge as the unit of length. The derivative at a voxel centre is the difference between opposite faces, averaged over the four parallel edges. For a displacement wave $e^{iq\cdot n}$ this gives

$$
D_i=(e^{iq_i}-1)\prod_{j\ne i}\frac{e^{iq_j}+1}{2}.
$$

It is the gradient of the eight-node trilinear brick at its centre, so the scheme is a finite-element method with one integration point per voxel. From

$$
e^{iq}-1=2i\sin\frac q2\,e^{iq/2},\qquad
\frac{e^{iq}+1}{2}=\cos\frac q2\,e^{iq/2},
$$

$$
D_i=i\,e^{i(q_1+q_2+q_3)/2}s_i,\qquad
s_i=2\sin\frac{q_i}{2}\prod_{j\ne i}\cos\frac{q_j}{2}.
$$

The phase is common to all three components, so $D_i^*D_j=s_is_j$ is real. For odd $N$ no frequency equals $\pi$, and $D$ vanishes only at $q=0$. For even $N$ it also vanishes where two or more components equal $\pi$. Those hourglass displacements carry no strain, and $\Gamma_0$ must be set to zero there. These frequencies should be selected by index, because rounding can leave the computed $D$ slightly different from zero.

## Green operator

A field is called compatible if it is the symmetrized discrete gradient of a periodic displacement; its mean is zero. Equilibrium is the statement of virtual work,

$$
\langle e':C:\varepsilon\rangle=0\quad\text{for every compatible }e'.
$$

Choose a uniform reference $C_0$ with Lamé constants $\lambda_0,\mu_0>0$. For any stress field $\tau$, let $\eta=\Gamma_0\tau$ be the compatible field with

$$
\langle e':C_0:\eta\rangle=\langle e':\tau\rangle
\quad\text{for every compatible }e'. \tag{1}
$$

If $\Gamma_0(C:\varepsilon)=0$, equation (1) returns the virtual-work statement, and conversely.

To compute $\eta$, write $\hat\eta_{ij}=(D_iu_j+D_ju_i)/2$. Since $\tau$ is symmetric, the virtual work at one frequency is $u_i'^*D_j^*\hat\tau_{ij}$, so the nodal force is $f_i=D_j^*\hat\tau_{ij}$. The reference stress is $\lambda_0\delta_{ij}D_ku_k+\mu_0(D_iu_j+D_ju_i)$. Contracting it with $D_j^*$ and using $D_i^*D_j=s_is_j$ gives

$$
f=\mu_0|s|^2u+(\lambda_0+\mu_0)\,s\,(s\cdot u).
$$

The scalar product with $s$ is $s\cdot f=(\lambda_0+2\mu_0)|s|^2\,s\cdot u$. Eliminating $s\cdot u$,

$$
u=\frac{1}{\mu_0|s|^2}\left[f-\frac{\lambda_0+\mu_0}{\lambda_0+2\mu_0}\,
\frac{s\,(s\cdot f)}{|s|^2}\right],\qquad u(0)=0 .
$$

In code, $s_is_j$ is replaced by $D_i^*D_j$. The voxel edge cancels, because $\Gamma_0$ contains two gradients and the inverse of two gradients.

## What a void does to the spectrum

Let $A=\Gamma_0C$ act on compatible fields, with the inner product $(a,b)_0=\langle a:C_0:b\rangle$ and norm $\|a\|_0$. Equation (1) with $e'=a$ gives

$$
(a,Ab)_0=\langle a:C:b\rangle .
$$

The right side is symmetric, so $A$ is self-adjoint. Set $C_0=\alpha C_m$, where $C_m$ is the matrix stiffness. An eigenfield $a$ with eigenvalue $\theta$ obeys

$$
\alpha\theta=\frac{\langle a:C:a\rangle}{\langle a:C_m:a\rangle}.
$$

Thus $\alpha\theta$ is the share of the strain energy that lies in matrix voxels, with the energy everywhere weighted by $C_m$. It runs from 0 to 1.

**Zero eigenvalues are harmless.** If $C:v=0$, then $(v,A\varepsilon)_0=\langle v:C:\varepsilon\rangle=0$, so the residual has no component along $v$. Stress is unique as well: the difference $v$ of two solutions is compatible, so $\langle v:C:v\rangle=0$ and hence $C:v=0$. Displacement inside a pore remains undetermined.

**Small positive eigenvalues cause the stall.** They belong to fields whose strain lies almost wholly in the pores. On the rotated grid, moving a node surrounded by eight void voxels strains those eight voxels and no others, which is a zero mode. On the Fourier grid $D_i=iq_i$, and the derivative of the same one-node displacement extends along the three grid lines through the node and so reaches the matrix. For a node near the centre of a pore in the 21-voxel example below, the matrix share is roughly 9 to 13 percent, depending on the pore and the direction of the displacement. Combinations of such motions can make the leakage very small without cancelling it exactly, which produces the very small positive eigenvalues that cause the stall.

## Basic iteration

The residual is $r=-\Gamma_0(C:\varepsilon)$, and the basic step is $\varepsilon\leftarrow\varepsilon+r$. Applying $A$ to this step gives $r_{n+1}=(1-A)r_n$, so each eigencomponent is multiplied by $1-\theta$. The slowest factor is the largest $|1-\theta|$ among the components present in $r_0$.

Since $\theta\le1/\alpha$, every component with $\theta>0$ decays if $\alpha>1/2$. The value $\alpha=1/2$ is marginal: a field confined to the matrix has $\theta=2$ and factor $-1$. Uniform loading does not excite such a field $v$, because $\langle v:C:E\rangle=\langle v\rangle:C_m:E=0$, but rounding can. I use $\alpha=0.6$. With $\alpha=0.4$ the relative residual of the example grows from 0.75 to $7\times10^9$ in 80 steps.

Without a gap above zero, convergence can be merely algebraic. Let $b_i$ be the components of $r_0$ on normalized eigenfields, and $e_*$ the solution fluctuation, so that $Ae_*=r_0$. Then

$$
\sum_i \frac{b_i^2}{\theta_i}=\langle e_*:C:e_*\rangle\le\langle E:C:E\rangle .
$$

The inequality holds because $E=\varepsilon_*-e_*$ and $\langle e_*:C:\varepsilon_*\rangle=0$. For the components with $\theta_i\le1$,

$$
\sum_i b_i^2(1-\theta_i)^{2n}
\le\langle E:C:E\rangle\max_\theta\theta e^{-2n\theta}
=\frac{\langle E:C:E\rangle}{2en}.
$$

The remaining components shrink at least as fast as $(1/\alpha-1)^n$. This guarantees a residual falling at least as fast as $n^{-1/2}$, and a dense set of small eigenvalues can make the actual decay comparably slow.

## Conjugate gradients

CG minimizes the error energy $\langle\delta:C:\delta\rangle$, where $\delta=\varepsilon-\varepsilon_*$. Minimizing along a direction $p$ gives the step length

$$
a=\frac{(r,p)_0}{(p,Ap)_0}=\frac{\|r\|_0^2}{\langle p:C:p\rangle}.
$$

The second form holds because $p$ equals $r$ plus earlier directions, to which $r$ is orthogonal after the earlier minimizations. The new residual is $r'=r-aAp$. The next direction $p'=r'+\beta p$ must satisfy $(p',Ap)_0=0$. Since $Ap=(r-r')/a$ and $(r',r)_0=0$,

$$
\beta=-\frac{(r',Ap)_0}{(p,Ap)_0}
=\frac{\|r'\|_0^2/a}{\|r\|_0^2/a}
=\frac{\|r'\|_0^2}{\|r\|_0^2}.
$$

Older directions need no correction: for them $Ap_j$ is a combination of $r_j$ and $r_{j+1}$, both orthogonal to $r'$. Successive line minimizations therefore minimize over the whole space searched.

```
build D; set C0 = alpha*Cm
for each of six unit mean strains E:
    eps = E;  r = -Green(C:eps);  p = r
    rr = <r:C0:r>
    while sqrt(rr / <E:C0:E>) > tol:
        t = C:p
        a = rr / <p:t>
        eps += a*p
        r -= a*Green(t)
        new = <r:C0:r>
        p = r + (new/rr)*p
        rr = new
    column of Ceff = mean(C:eps)

Green(t):
    FFT the six components of t
    f_i = sum_j conj(D_j)*t_ij
    g = sum_i D_i*f_i / |D|^2
    c = (lam0+mu0) / (lam0+2*mu0)
    u_i = (f_i - c*conj(D_i)*g) / (mu0*|D|^2)
    set u = 0 at q = 0 (even N: also where two or more q_i = pi)
    return inverse FFT of (D_i*u_j + D_j*u_i)/2
```

For shear loads, a unit engineering strain means tensor components of $1/2$. Double contractions count each stored shear component twice.

Changing $\alpha$ scales $A$ and $r$ by $1/\alpha$ and $a$ by $\alpha$. In exact arithmetic the CG strains are unchanged, although the reported residual, and hence the stopping step, is not.

**Rate.** After $n$ steps the error is $P_n(A)\delta_0$, where $P_n$ is the best polynomial of degree $n$ with $P_n(0)=1$. Let the excited eigenvalues lie in $[\theta_1,\theta_2]$, with $\kappa=\theta_2/\theta_1$. A Chebyshev polynomial $T_n$ mapped to this interval is a permitted choice, with maximum $1/T_n(x)$ at $x=(\kappa+1)/(\kappa-1)$. With

$$
\rho=\frac{\sqrt\kappa-1}{\sqrt\kappa+1},\qquad
x=\frac{\rho+\rho^{-1}}2,\qquad
T_n(x)=\frac{\rho^n+\rho^{-n}}2,
$$

the energy norm of the error is at most $2\rho^n$ times its initial value. Since $r=-A\delta$, the residual norm lies between $\sqrt{\theta_1}$ and $\sqrt{\theta_2}$ times that energy norm, so

$$
\|r_n\|_0\le2\sqrt\kappa\,\rho^n\|r_0\|_0 .
$$

**Spectrum for free.** Substituting $p_k=r_k+\beta_{k-1}p_{k-1}$ into $Ap_k=(r_k-r_{k+1})/a_k$ expresses $Ar_k$ through three neighbouring residuals. In normalized residuals, $A$ becomes a tridiagonal matrix with

$$
T_{kk}=\frac1{a_k}+\frac{\beta_{k-1}}{a_{k-1}},\qquad
|T_{k,k+1}|=\frac{\sqrt{\beta_k}}{a_k},
$$

where the $\beta$ term is absent for $k=0$. Its eigenvalues, the Ritz values, lie within the excited spectrum in exact arithmetic and approach its ends.

**Stopping error.** At a CG iterate the fluctuation $e_n$ lies in the searched space, so $\langle e_n:C:\varepsilon_n\rangle=0$. Hence $E:\langle\sigma_n\rangle=\langle\varepsilon_n:C:\varepsilon_n\rangle$, which exceeds the converged energy by $\langle\delta:C:\delta\rangle\le\|r_n\|_0^2/\theta_1$. The error of a diagonal stiffness is quadratic in the residual.

## Porous silica cell

The matrix has rough dense-silica values: Young's modulus 72 GPa and Poisson's ratio 0.17, hence bulk modulus $K_m=36.4$ GPa and shear modulus $G_m=30.8$ GPa. Eight equal spherical pores are placed at random in a 10 nm cell at porosity $\phi=0.25$. Their radius is

$$
R=10\ \text{nm}\left(\frac{3\times0.25}{4\pi\times8}\right)^{1/3}=1.95\ \text{nm}.
$$

Centres are at least $2.2R$ apart, so the thinnest permitted wall is 0.39 nm. The quarter of the voxels closest to a pore centre is made void, which fixes the porosity on every mesh.

**Iterations.** With $N=21$, $\alpha=0.6$ and uniaxial strain along $z$, the relative residual $\|r\|_0/\|E\|_0$ behaves as follows:

- Fourier grid, basic: $2.1\times10^{-3}$ after 300 steps.
- Fourier grid, CG: $2.0\times10^{-3}$ after 300 steps.
- Rotated grid, basic: $10^{-6}$ at step 203.
- Rotated grid, CG: $10^{-6}$ at step 41.

On the Fourier grid CG gains almost nothing in this residual. It does gain in the energy it minimizes: $\langle\varepsilon:C:\varepsilon\rangle$ is 43.52 GPa at step 50, already below the 43.68 GPa of the basic method after 300 steps, but it is still falling at step 300 (43.21 GPa). Its smallest Ritz value there corresponds to a matrix share $\alpha\theta=1.9\times10^{-5}$. On the rotated grid the extreme Ritz values correspond to shares of 0.0158 and 0.973. The predicted basic factor is $1-0.0158/0.6=0.974$, and the last 20 of 300 basic steps show 0.974 per step.

The rotated-grid Ritz values give $\kappa=61.5$ and $\rho=0.774$. With an initial residual of 0.50, the estimated upper bound on the CG count is

$$
n\simeq\frac{\ln(2\sqrt{61.5}\times0.50/10^{-6})}{\ln(1/0.774)}\simeq62 ,
$$

against 41 steps taken.

**Stiffness.** With $N=33$ and tolerance $10^{-4}$, the diagonal normal stiffnesses are 45.28, 45.20 and 45.11 GPa. The normal couplings are 9.68, 9.50 and 9.66 GPa, and the shear stiffnesses 17.30, 17.14 and 17.42 GPa. All other entries are below 0.35 GPa in magnitude.

Averaging over orientation preserves the two traces $C_{iijj}=9K$ and $C_{ijij}=3K+10G$. With the sums 135.58, 28.84 and 51.86 GPa of the three groups,

$$
K=\frac{135.58+2(28.84)}9=21.5\ \text{GPa},
$$

$$
G=\frac{135.58-28.84+3(51.86)}{15}=17.5\ \text{GPa}.
$$

Then $E_{\rm eff}=9KG/(3K+G)=41.3$ GPa and $\nu=(3K-2G)/(6K+2G)=0.18$. The biaxial modulus $E_{\rm eff}/(1-\nu)$ is 50.3 GPa. Young's moduli along the cell axes are 41.8 to 41.9 GPa, slightly above the orientation average, so this finite cell is not quite isotropic.

**A limiting geometry.** A hollow sphere gives a closed comparison. Its radial displacement is $Ar+B/r^2$ and its radial stress $3K_mA-4G_mB/r^3$. A stress-free inner surface at $r=R$ requires $B=3K_mAR^3/(4G_m)$. Dividing the outer stress by three times the outer strain, with $\phi$ the inner volume fraction,

$$
K=\frac{K_m(1-\phi)}{1+3K_m\phi/(4G_m)} .
$$

This is also the Hashin-Shtrikman upper value for isotropic porous media. It tends to $K_m$ as $\phi\to0$ and to zero as $\phi\to1$. At $\phi=0.25$ it is 22.3 GPa, and the cell computed at $N=33$ lies 4 percent below it. Much of that gap is mesh error: at $N=63$ the same cell gives $K=21.8$ GPa, 2.4 percent below. For one centred pore of radius one quarter of the cell edge, the computed loss $K_m-K$ exceeds that of this formula at the same voxel porosity by 9.6 percent at $N=11$ and 5.5 percent at $N=33$.

**Errors.** The uniaxial-strain modulus $C_{33}$, which applies to a laterally clamped film, is 44.3, 45.1 and 45.3 GPa at $N=21$, 33 and 45. An error linear in $1/N$ gives, from the outer pair,

$$
C_{33}^{\infty}=45.33+(45.33-44.31)\frac{21}{45-21}=46.2\ \text{GPa}.
$$

The finer pair gives 45.9 GPa, so the law is not accurately linear. A run at $N=63$ gives 45.6 GPa, still rising; the $N=33$ value is roughly 2 to 3 percent low, and a mesh error of similar size should be expected in the other moduli above. The stopping error is far smaller: with $\theta_1=0.0158/0.6$ taken from $N=21$, it is at most about $4\times10^{-7}$ of $E:C_0:E$. Three random packings at $N=21$ give $E_{\rm eff}=40.5$, 40.3 and 40.1 GPa.

## Cost and failure modes

Each step needs six forward and six inverse real FFTs, so its cost grows as $N^3\ln N$. One strain field takes $48N^3$ bytes in double precision; CG stores three, plus work arrays. At tolerance $10^{-4}$ the $z$ load took 22, 20 and 20 CG steps on the three meshes. This supports nearly mesh-independent counts for this geometry but does not prove them for others.

- Voxels that meet only along an edge share nodes and can transmit force. A nearly disconnected skeleton may look too stiff, and thin walls need several voxels. In the silica cell the thinnest wall, 0.48 nm, spans only 1.6 voxels at $N=33$, which limits the accuracy there.
- Nodes surrounded by void voxels move without energy, and for even $N$ so do the hourglass displacements. Stress and $C_{\rm eff}$ are unaffected by these null motions, but the nodal displacements they change should not be interpreted.
- If the solid does not span the cell, the stiffness in the unsupported direction is zero, and an error relative to it has no meaning.

## Relation to real films

Porous low-k films made by sol-gel or plasma deposition typically have moduli from a few GPa to roughly 10 GPa, far below 41 GPa. Two assumptions of the example can fail. First, real pores may be connected and occupy more of the volume. In the same model, a few random skeletons of 12 or 40 equal overlapping dense-silica grains at porosity 0.45 have orientation-averaged Young's moduli of roughly 4 to 12 GPa on a coarse mesh of 27 voxels per edge, and the moduli along the three axes of one sample can differ more than threefold. The scatter between samples is large and mesh convergence is not established, so these values show only how soft such a skeleton can be. Second, the skeleton itself may be softer than dense silica, because terminal groups such as methyl and hydroxyl interrupt the network. At fixed Poisson's ratio the model gives $E_{\rm eff}=0.573E_m$, so a skeleton of 14 GPa would give 8 GPa. Changing the matrix Poisson's ratio to 0.25 at fixed $E_m$ moves $E_{\rm eff}$ by only $-0.4$ percent.

The other omissions sized here are each about 10 percent or less for the inputs given. Filling the closed pores with a fluid of bulk modulus 2.2 GPa, roughly that of water, raises $K$ by 7 percent in the same solver at $N=21$; a uniform-pore-pressure estimate from the dry $K$ at $N=63$ gives about 6 percent, so part of that figure is mesh error. A rough surface modulus of 5 N/m divided by $E_mR$ is 3.6 percent. The effect on $K$ can be larger: if 5 N/m is the ratio of surface tension change to area strain, the hollow sphere above stiffens by 9 percent, and the softer computed cell by an estimated 10 percent. A rough surface stress of 0.3 N/m gives a pressure $2\times0.3/R=0.31$ GPa, or 0.8 percent of $K_m$. A rough temperature coefficient of Young's modulus, $2\times10^{-4}$ per kelvin, gives 2 percent for a 100 K rise. In a 200 nm film, one pore diameter is 2 percent of the thickness, which indicates the weight of the surface layer. Finally, the thinnest walls approach the size of a few bonds, where continuum elasticity is itself an approximation.
